\section*{L2 and L3 absorption of an ion with one 3d hole}

\section{Problem}

A free ion has filled shells except for one hole in 3d, and the total angular momentum of this hole is $j=5/2$. An X-ray photon lifts a 2p electron into the hole. The core hole left behind has $j_c=3/2$ (line L$_3$) or $j_c=1/2$ (line L$_2$).

\begin{enumerate}
\item Which of the two lines appear in electric-dipole absorption, and how strong are they?
\item Find the line positions and the oscillator strengths for the model below.
\item The ion is put into a cubic crystal field that raises the $e_g$ orbitals of 3d by $\Delta$ above $t_{2g}$, as at an octahedral site. How does the ratio L$_2$/L$_3$ change?
\end{enumerate}

The model has a 2p--3d distance $E_0=940$ eV without spin-orbit coupling, spin-orbit constants $\zeta_p=14$ eV and $\zeta=0.10$ eV for 2p and 3d, and radial functions $rR_{2p}\propto r^2e^{-ar}$, $rR_{3d}\propto r^3e^{-br}$ with $a=12.5$ and $b=4.5$ per bohr. These are round values in the rough range of a late 3d transition-metal dication.

Here ``line'' means the resonance 2p $\to$ 3d. Transitions from 2p$_{1/2}$ to other empty shells and to the continuum are a separate matter and are not excluded by what follows. The algebra is in atomic units.

\section{First estimate: scaling with the number of states}

If the spin of the hole had no preferred direction relative to its orbital angular momentum, each core state would take an equal share of the intensity, on average over the orientations of the ion. The strength of a line would then scale with its number of core states, $2j_c+1$:
\begin{equation}
\frac{I(\mathrm L_2)}{I(\mathrm L_3)}\approx\frac{2}{4}=\frac12 .
\end{equation}
A hole with sharp $j$ does have such a preferred direction, so the estimate is doubtful here. The crystal field of part 3 should weaken this preference when $\Delta$ becomes comparable with the splitting of the two 3d levels, which is $5\zeta/2=0.25$ eV (derived below).

\section{Exact solution}

\subsection{From fifteen electrons to one hole}

Let $|F\rangle$ be the state with 2p and 3d filled. The initial state is $a_v|F\rangle$ with $v$ in 3d, the final state $a_c|F\rangle$ with $c$ in 2p. In the dipole operator $\sum_{ab}d_{ab}a_a^\dagger a_b$, the term that joins them moves an electron from $c$ to $v$:
\begin{equation}
d_{vc}\,a_v^\dagger a_c a_v|F\rangle=-d_{vc}\,a_v^\dagger a_v a_c|F\rangle=-d_{vc}\,a_c|F\rangle .
\end{equation}
The first step exchanges two annihilators; the second uses that $v$ is occupied in $a_c|F\rangle$. The intensity is therefore $|d_{vc}|^2=|\langle c|d|v\rangle|^2$, a one-electron quantity.

Since $\mathbf J|F\rangle=0$, the ion has the angular momentum of its hole: $J_z a_v|F\rangle=-m_v a_v|F\rangle$, and the six states with $v$ in $j=5/2$ turn among themselves under rotation, with $M$ from $-5/2$ to $5/2$.

Write the dipole as $r\,C_q$, with
\begin{equation}
C_0=\cos\theta,\qquad C_{\pm1}=\mp\tfrac{1}{\sqrt2}\sin\theta\,e^{\pm i\phi}.
\end{equation}
Strengths are summed over $q$, which equals the sum over $x,y,z$ polarization, and are given in units of $R^2$ with $R=\langle 2p|r|3d\rangle$, taken as common to all $j$.

\subsection{The L$_2$ elements}

$C_q$ changes $m$ by $q$. From $|5/2,5/2\rangle$ it leads to $m\ge 3/2$, whereas $j_c=1/2$ has $m'=\pm1/2$. Hence
\begin{equation}
\langle\tfrac12,m'|C_q|\tfrac52,\tfrac52\rangle=0\quad\text{for all } q,m'.
\label{eq:top}
\end{equation}
The other values of $m$ follow by descent. $C_q$ commutes with spin, and $L_-$ is a first-order differential operator, so $[J_-,C_q]$ is the function $L_-C_q$. As $C_q\propto Y_{1q}$,
\begin{equation}
[J_-,C_q]=\sqrt{2-q(q-1)}\;C_{q-1}.
\end{equation}
Therefore
\begin{align}
\langle\tfrac12,m'|C_qJ_-|\tfrac52,m\rangle
={}&\langle\tfrac12,m'|J_-C_q|\tfrac52,m\rangle\nonumber\\
&-\sqrt{2-q(q-1)}\,\langle\tfrac12,m'|C_{q-1}|\tfrac52,m\rangle .
\end{align}
In the first term $J_-$ acts to the left as $J_+$ and gives a multiple of $\langle\frac12,m'+1|$, or zero. Both terms are thus elements with the same $|\frac52,m\rangle$. If those vanish, the left side vanishes, and it is a nonzero multiple of $\langle\frac12,m'|C_q|\frac52,m-1\rangle$ as long as $m>-5/2$. Starting from (\ref{eq:top}), all L$_2$ elements are zero, for every polarization and every orientation of the ion.

The argument used the values of $j$ and the vector character of the dipole, not the radial functions. It holds equally for the whole ion with $J=5/2$ and $J=1/2$, so neither configuration mixing nor $j$-dependent radial functions spoil the zero.

\subsection{The L$_3$ strength}

The state $|5/2,5/2\rangle$ is $|l{=}2,m{=}2\rangle|{\uparrow}\rangle$. In 2p, with $m_l\le1$, it reaches only $|1,1\rangle|{\uparrow}\rangle=|3/2,3/2\rangle$, through $C_{-1}$. With $Y_{22}=\sqrt{15/32\pi}\,\sin^2\theta\,e^{2i\phi}$ and $Y_{11}=-\sqrt{3/8\pi}\,\sin\theta\,e^{i\phi}$,
\begin{align}
\langle1,1|C_{-1}|2,2\rangle
&=-\sqrt{\frac{3}{8\pi}}\sqrt{\frac{15}{32\pi}}\,\frac{2\pi}{\sqrt2}\int_0^\pi\sin^5\theta\,d\theta\nonumber\\
&=-\frac{3\sqrt5}{16\pi}\,\frac{2\pi}{\sqrt2}\,\frac{16}{15}=-\sqrt{\frac25}.
\end{align}
The strength is $2/5$. It is the same for each $m$, because the sum over polarizations and over all states of a core level is invariant under rotation. So
\begin{equation}
I(\mathrm L_3)=\tfrac25,\qquad I(\mathrm L_2)=0\qquad(j=\tfrac52).
\end{equation}

\subsection{An arbitrary 3d hole}

Part 3 needs holes without sharp $j$. Let $P_{1/2}$ project on 2p$_{1/2}$ and define, within 3d, $G=\sum_qC_q^\dagger P_{1/2}C_q$; its expectation value is the L$_2$ strength. $G$ is invariant under rotation, so it is a constant on each of the two 3d levels and does not mix them. From
\begin{equation}
\mathbf l\cdot\mathbf s=\tfrac12\left[j(j+1)-6-\tfrac34\right]
\end{equation}
one has $\mathbf l\cdot\mathbf s=1$ for $j=5/2$ and $-3/2$ for $j=3/2$; the levels are $5\zeta/2$ apart. Two constants can be written as a linear function of $\mathbf l\cdot\mathbf s$, and $G=0$ at $j=5/2$ fixes $G=A(1-\mathbf l\cdot\mathbf s)$.

The trace gives $A$. The strength to all of 2p does not involve spin and is $2/5$ for every 3d state, as found for $|2,2\rangle$. Ten such states give 4, shared equally by the six 2p states, $2/3$ each. The two states of 2p$_{1/2}$ receive $4/3$. As $\mathbf l\cdot\mathbf s$ has zero trace, $10A=4/3$ and $A=2/15$. With $x=\langle\mathbf l\cdot\mathbf s\rangle$ in the emptied orbital,
\begin{equation}
I(\mathrm L_2)=\tfrac{2}{15}(1-x),\qquad
I(\mathrm L_3)=\tfrac25-I(\mathrm L_2)=\tfrac{2}{15}(2+x).
\label{eq:ls}
\end{equation}
A hole with $j=3/2$ has $x=-3/2$, hence $I(\mathrm L_2)=1/3$ and $I(\mathrm L_3)=1/15$: both lines appear, and L$_2$ is five times the stronger.

\subsection{Positions and oscillator strength}

The photon energy is the energy of the emptied 3d orbital minus that of the 2p orbital. Relative to the 3d centre these are $\zeta$ for 3d$_{5/2}$, $-E_0+\zeta_p/2$ for 2p$_{3/2}$ and $-E_0-\zeta_p$ for 2p$_{1/2}$. Thus
\begin{align}
E(\mathrm L_3)&=E_0-\tfrac12\zeta_p+\zeta=940-7+0.10=933.10\ \text{eV},\\
E(\mathrm L_2)&=E_0+\zeta_p+\zeta=940+14+0.10=954.10\ \text{eV}.
\end{align}
The second is the place where nothing is absorbed by this resonance. Since 3d$_{5/2}$ is the higher orbital, emptying it costs least, and $j=5/2$ is the ground level of the ion.

For the normalized radial functions,
\begin{equation}
R=\frac{6!}{(a+b)^7}\sqrt{\frac{(2a)^5}{4!}\,\frac{(2b)^7}{6!}}=0.0912\ \text{bohr}=0.0483\ \text{\AA}.
\end{equation}
With $\omega=34.29$ hartree for L$_3$, and a factor $1/3$ for the mean over polarizations,
\begin{equation}
f(\mathrm L_3)=2\omega R^2\cdot\tfrac13\cdot\tfrac25
=2(34.29)(0.0912)^2(0.1333)\approx0.076,
\end{equation}
and $f(\mathrm L_2)=0$. The value of $f$ depends on the simple radial functions; the zero does not. Hartree--Fock orbitals of Cu$^+$, for comparison, give $R\approx0.116$ bohr, which would raise $f(\mathrm L_3)$ to about 0.12, and those of Cu$^{2+}$, the ion with one 3d hole, give $R\approx0.122$ bohr and about 0.14, so the model value is good only as an order of magnitude.

\subsection{Cubic field}

Let the field raise the $e_g$ orbitals by $\Delta$ above $t_{2g}$. The orbital $|0\rangle$ belongs to $e_g$ and $|1\rangle$ to $t_{2g}$. With $\mathbf l\cdot\mathbf s=l_zs_z+\frac12(l_+s_-+l_-s_+)$,
\begin{align}
\mathbf l\cdot\mathbf s\,|0{\uparrow}\rangle&=\tfrac{\sqrt6}{2}|1{\downarrow}\rangle,\\
\mathbf l\cdot\mathbf s\,|1{\downarrow}\rangle&=-\tfrac12|1{\downarrow}\rangle+\tfrac{\sqrt6}{2}|0{\uparrow}\rangle .
\end{align}
The pair is closed, and the orbital energies are the eigenvalues of
\begin{equation}
\begin{pmatrix}\Delta&\frac{\sqrt6}{2}\zeta\\ \frac{\sqrt6}{2}\zeta&-\frac12\zeta\end{pmatrix}.
\end{equation}
The upper one is
\begin{equation}
E=\tfrac12\left(\Delta-\tfrac12\zeta\right)+\tfrac12 W,\qquad
W=\sqrt{\left(\Delta+\tfrac12\zeta\right)^2+6\zeta^2}.
\end{equation}
Cubic symmetry makes each of the two eigenvalues fourfold. The trace of the full ten-state problem, $4\Delta$, leaves the last two states at $\zeta$. Since $E=\zeta$ at $\Delta=0$ and $E$ grows with $\Delta$, the upper quartet is highest and holds the hole. (In a field of opposite sign, with $t_{2g}$ above $e_g$, $\Delta$ is negative and the two states at $\zeta$ are highest. Their energy $\zeta$ means $\langle\mathbf l\cdot\mathbf s\rangle=1$, so L$_2$ stays absent from these two states. This zero is fragile: the quartet lies less than $3\zeta/2=0.15$ eV below them, so at 300 K the ratio L$_2$/L$_3$ is several times $10^{-3}$ for $|\Delta|$ from 0.05 to 1.5 eV, and at $\Delta=-0.6$ eV a distortion that raises one $t_{2g}$ orbital by 0.3 eV brings it to about 0.2. What follows is for $\Delta>0$.) The derivative of an eigenvalue with respect to $\zeta$ is the expectation value of $\mathbf l\cdot\mathbf s$:
\begin{equation}
x=\frac{dE}{d\zeta}=-\frac14+\frac{\frac12(\Delta+\frac12\zeta)+6\zeta}{2W}.
\end{equation}
For $\Delta=1.5$ eV, $W=\sqrt{1.55^2+0.06}=1.569$ eV and $x=-0.25+1.375/3.138=0.188$. Equation (\ref{eq:ls}) then gives the last row below.

\begin{center}
\begin{tabular}{cccc}
$\Delta$ (eV) & $x$ & $I(\mathrm L_2)$ & L$_2$/L$_3$\\
0.01 & 0.999 & 0.0001 & 0.0003\\
0.10 & 0.925 & 0.010 & 0.026\\
0.50 & 0.477 & 0.070 & 0.211\\
1.50 & 0.188 & 0.108 & 0.371
\end{tabular}
\end{center}

In a weak field, expansion in $\Delta/\zeta$ gives $x\approx1-0.096(\Delta/\zeta)^2$; the linear terms cancel. The ratio $(1-x)/(2+x)$ then starts as $0.032(\Delta/\zeta)^2$. In a strong field $E\approx\Delta+3\zeta^2/(2\Delta)$ up to terms of higher order, so $x\approx3\zeta/\Delta\to0$ and the ratio tends to $1/2$.

\section{Comparison}

For the free ion, counting gives shares of $4/15$ and $2/15$ of $R^2$; the exact strengths are $2/5$ and 0. Counting has the right sum and the wrong division. Equation (\ref{eq:ls}) shows why: counting is the case $x=0$, whereas $j=5/2$ has $x=1$, the largest possible value. Counting is also right for an average over all ten hole states, where the traces of $\mathbf l\cdot\mathbf s$ cancel.

The estimated crossover near 0.25 eV is sound as an order of magnitude: the ratio is still 0.026 at 0.10 eV and has reached 0.211 at 0.50 eV. The missing line is a more delicate feature. Solving for a ratio of 0.01 numerically gives $\Delta=0.059$ eV, well below the crossover. This value has the hole in the quartet alone; at 300 K the nearby doublet is partly populated and the value rises by about 0.003 eV.

\section{Real ions and neglected effects}

At octahedral sites in solids, where $e_g$ lies above $t_{2g}$, late 3d dications typically have cubic splittings of roughly 1 eV, far above $\zeta$. The assumption that fails there is the free ion, and in this model $\Delta=1.5$ eV moves L$_2$/L$_3$ from 0 to 0.37. The absence of L$_2$ thus does not carry over to such sites and is no test for a $d^9$ configuration in a film. Lower symmetry and covalent bonding are left out and change the number further. Measured absorption carries a factor of the photon energy besides the strength, which raises L$_2$/L$_3$ by about 2\% here. If $\rho$ is the measured ratio of the line areas, each divided by its photon energy, (\ref{eq:ls}) can be inverted to $x=(1-2\rho)/(1+\rho)$. This requires one 3d hole, polarization-averaged intensities, a common $R$, and removal of the continuum that underlies the lines.

A free ion can also be hot. With $\beta=\exp(-5\zeta/2k_BT)$, the $j=3/2$ level has weight $4\beta$ against 6. Adding the lines from both levels at fixed $R$,
\begin{equation}
\frac{I(\mathrm L_2)}{I(\mathrm L_3)}=\frac{4\beta/3}{6\cdot\frac25+4\beta/15}=\frac{5\beta}{9+\beta}.
\end{equation}
This is $3.5\times10^{-5}$ at 300 K but 0.20 at 3000 K, where $k_BT=0.259$ eV matches the level distance of 0.25 eV.

Finally, the zero belongs to the dipole operator. Operators of rank 2 or 3 can join $5/2$ to $1/2$. With $k=\omega/c$ taken at the L$_2$ position, the orbital term of rank 3 has a relative intensity of the scale $(k^2\langle r^3\rangle/\langle r\rangle)^2\approx1.6\times10^{-4}$, with 2p--3d radial integrals and with numerical and angular factors left out. The terms of rank 2, one from the spin and one from the orbital angular momentum, have the scale $(\omega/2c^2)^2\approx9\times10^{-7}$. These scales are not estimates of the line itself: the factors left out are small, most of all in the term of rank 3. With them included, and with the radial functions of the model, the orbital and spin terms together give L$_2$/L$_3$ of only a few times $10^{-7}$ for randomly oriented free ions. For an ion at an octahedral site with $\Delta$ near 1 eV, the crystal field outweighs both by far.

Numerical values quoted here were computed with a short program.
